# The Cooper-Zare asymmetry parameter from incoming-wave final states: a program that tests the result

```python
"""Photoelectron asymmetry parameter beta of a subshell (n,l), linear polarisation:
beta = [l(l-1)Rm^2 + (l+1)(l+2)Rp^2 - 6l(l+1) Rp Rm cos(D)]
       / [(2l+1)(l Rm^2 + (l+1) Rp^2)],   and beta = 2 for l = 0.
Rm, Rp: radial dipole integrals to L = l-1, l+1; D: difference (L=l+1 minus L=l-1)
of the full phases sigma_L (Coulomb) + delta_L (short range).
Independent roads: angular quadrature of the amplitude, and the outgoing flux of
the driven equation (eps - h) chi = z phi, which uses no scattering final state.
Example: oxygen atom, Hartree-Fock-Slater potential with Latter tail.
Atomic units inside; printed values in eV and angstrom.
"""
import numpy as np
import mpmath as mp
from scipy.constants import physical_constants
from scipy.linalg import solve_banded
from scipy.special import eval_legendre, lpmv, spherical_jn, spherical_yn
from sympy.physics.quantum.cg import CG

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10

# ---------- incoming-wave character of the final state (hard sphere) ----------
def scattered_part(radius, k=1.0, sphere=1.0, cosine=np.cos(1.0)):
    """radius * (psi_minus - plane wave), phases exp(-i delta_L)."""
    total = 0j
    for L in range(170):
        wave = spherical_jn(L, k * radius)
        if L <= 6:
            delta = np.arctan(spherical_jn(L, k * sphere) / spherical_yn(L, k * sphere))
            wave = np.exp(-1j * delta) * (np.cos(delta) * wave
                                          - np.sin(delta) * spherical_yn(L, k * radius))
        total += (2 * L + 1) * 1j**L * wave * eval_legendre(L, cosine)
    return radius * (total - np.exp(1j * k * radius * cosine))

shift = 1e-3
log_slope = ((scattered_part(100 + shift) - scattered_part(100 - shift))
             / (2 * shift) / scattered_part(100.0))
assert abs(log_slope + 1j) < 2e-3      # exp(-ikr), k = 1: incoming

# ---------- angular distribution by quadrature ----------
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(12)
phi_nodes = 2 * np.pi * np.arange(24) / 24
COS, PHI = [a.ravel() for a in np.meshgrid(cos_nodes, phi_nodes, indexing="ij")]
WEIGHT = np.repeat(cos_weights, 24) * 2 * np.pi / 24
SIN = np.sqrt(1 - COS**2)
UNIT = np.array([SIN * np.cos(PHI), SIN * np.sin(PHI), COS])

def real_orbitals(l):
    functions = []
    for m in range(-l, l + 1):
        azimuth = np.cos(m * PHI) if m >= 0 else np.sin(-m * PHI)
        f = lpmv(abs(m), l, COS) * azimuth
        functions.append(f / np.sqrt(np.sum(WEIGHT * f**2)))
    return functions

def angular_amplitude(orbital, partial, direction):
    """partial[L]: complex radial amplitude of wave L, without the factor (-i)^L."""
    cosine = np.asarray(direction) @ UNIT
    return sum((-1j)**L * a * (2 * L + 1) / (4 * np.pi)
               * np.sum(WEIGHT * eval_legendre(L, cosine) * COS * orbital)
               for L, a in partial.items())

def asymmetry(l, partial):
    x, w = np.polynomial.legendre.leggauss(8)
    intensity = np.array([sum(abs(angular_amplitude(f, partial,
                          (np.sqrt(1 - c * c), 0, c)))**2 for f in real_orbitals(l))
                          for c in x])
    mean = np.sum(w * intensity) / 2
    beta = 5 * np.sum(w * intensity * eval_legendre(2, x)) / (2 * mean)
    assert np.allclose(intensity, mean * (1 + beta * eval_legendre(2, x)),
                       rtol=1e-9, atol=1e-10 * mean)
    return beta

def cooper_zare(l, r_minus, r_plus, phase_difference):
    top = (l * (l - 1) * r_minus**2 + (l + 1) * (l + 2) * r_plus**2
           - 6 * l * (l + 1) * r_plus * r_minus * np.cos(phase_difference))
    return top / ((2 * l + 1) * (l * r_minus**2 + (l + 1) * r_plus**2))

rng = np.random.default_rng(4)
largest_error = 0.0
for l in range(4):
    for trial in range(3):
        # all L up to l+2 are offered; the dipole angular integral must select l-1, l+1
        radial = rng.uniform(-1, 1, l + 3)
        radial[l + 1] = rng.uniform(0.3, 1)
        phase = rng.uniform(0, 2 * np.pi, l + 3)
        partial = {L: radial[L] * np.exp(1j * phase[L]) for L in range(l + 3)}
        direct = asymmetry(l, partial)
        r_minus = radial[l - 1] if l else 0.0
        difference = phase[l + 1] - phase[l - 1] if l else 0.0
        largest_error = max(largest_error,
                            abs(direct - cooper_zare(l, r_minus, radial[l + 1], difference)))
        reversed_phases = {L: np.conj(a) for L, a in partial.items()}
        assert abs(asymmetry(l, reversed_phases) - direct) < 1e-9
        if l == 0:
            assert abs(direct - 2) < 1e-9
assert largest_error < 1e-9

# unpolarised p^4 triplet-P atom: hole weights for ion terms S, P, D independent of m
for ion_L in (0, 1, 2):
    weights = [sum(CG(ion_L, M, 1, m, 1, M + m).doit()**2
                   for M in range(-ion_L, ion_L + 1) if abs(M + m) <= 1)
               for m in (-1, 0, 1)]
    assert weights[0] == weights[1] == weights[2]

# ---------- radial equations on a logarithmic grid ----------
STEP = 0.0025
r = np.exp(np.arange(np.log(1e-8), np.log(30.0), STEP))

def integrate(f):
    return np.sum(f * r) * STEP

def bound_state(V, l, energy, y):
    """Numerov inverse iteration for y = P/sqrt(r) near the given energy."""
    trial_energy = energy - 1e-4
    W = (l + 0.5)**2 + 2 * r**2 * (V - trial_energy)
    bands = np.array([-1 / STEP**2 + W / 12, 2 / STEP**2 + 10 * W / 12,
                      -1 / STEP**2 + W / 12])
    for _ in range(5):
        y = y / np.sqrt(STEP * np.sum(r**2 * y**2))
        b = 2 * r**2 * y
        rhs = 10 * b / 12
        rhs[1:] += b[:-1] / 12
        rhs[:-1] += b[1:] / 12
        v = solve_banded((1, 1), bands, rhs)
        energy = trial_energy + np.sum(r**2 * y * y) / np.sum(r**2 * y * v)
        y = v
    y = y / np.sqrt(STEP * np.sum(r**2 * y**2))
    return energy, y * np.sign(y[np.searchsorted(r, 0.01)])

def outward(V, L, eps, P=None):
    """Regular solution u, or with P given a solution w of (eps - h_L) w = r P."""
    f = 1 - STEP**2 * ((L + 0.5)**2 + 2 * r**2 * (V - eps)) / 12
    drive = np.zeros_like(r)
    y = [r[0]**(L + 0.5), r[1]**(L + 0.5)]
    if P is not None:
        s = 2 * r**2.5 * P
        drive[1:-1] = STEP**2 * (s[2:] + 10 * s[1:-1] + s[:-2]) / 12
        y = [0.0, 0.0]
    f, drive = f.tolist(), drive.tolist()
    for n in range(1, len(f) - 1):
        y.append(((12 - 10 * f[n]) * y[n] - f[n - 1] * y[n - 1] + drive[n]) / f[n + 1])
    return np.sqrt(r) * np.array(y)

def coulomb_phase(L, k):
    return float(mp.arg(mp.gamma(mp.mpc(L + 1, -1 / k))))

def outgoing_coulomb(L, k, radius):
    """G + iF -> exp i(kr + ln(2kr)/k - L pi/2 + sigma_L), attractive unit charge."""
    rho, eta = k * radius, -1 / k
    theta = rho - eta * np.log(2 * rho) - L * np.pi / 2 + coulomb_phase(L, k)
    a, z = mp.mpc(L + 1, eta), mp.mpc(0, -2 * rho)
    return complex(mp.exp(mp.mpc(0, theta)) * z**a * mp.hyperu(a, 2 * L + 2, z))

def channel(V, L, eps, P):
    """Normalised u_L, its short-range phase, and the driven outgoing amplitude."""
    k = np.sqrt(2 * eps)
    last = len(r) - 1
    points = [int(np.searchsorted(r, r[last] - np.pi / (2 * k))), last]
    H = np.array([outgoing_coulomb(L, k, r[i]) for i in points])
    u = outward(V, L, eps)
    in_F, in_G = np.linalg.solve(np.column_stack([H.imag, H.real]), u[points])
    u = u / np.hypot(in_F, in_G)
    delta = np.arctan2(in_G, in_F)
    w = outward(V, L, eps, P)
    alpha = np.linalg.solve(np.column_stack([H, -u[points]]), w[points].astype(complex))[0]
    return u, delta, alpha

# hydrogenic checks of both solvers
energy_2p, y_test = bound_state(-2 / r, 1, -0.45, r**1.5 * np.exp(-r))
assert abs(energy_2p + 0.5) < 1e-6
for L in (0, 1, 2):
    assert abs(channel(-1 / r, L, 0.7, np.sqrt(r) * y_test)[1]) < 1e-4

# ---------- self-consistent oxygen atom ----------
Z = 8
shells = {"1s": [0, 2, -19.0], "2s": [0, 2, -1.2], "2p": [1, 4, -0.6]}
vectors = {name: r**(s[0] + 0.5) * np.exp(-r) for name, s in shells.items()}
V = -(1 + 7 * np.exp(-1.7 * r)) / r
converged = False
for cycle in range(150):
    charge = np.zeros_like(r)
    for name, s in shells.items():
        s[2], vectors[name] = bound_state(V, s[0], s[2], vectors[name])
        charge += s[1] * r * vectors[name]**2
    def running(f):
        g = f * r * STEP
        return np.concatenate([[0], np.cumsum((g[1:] + g[:-1]) / 2)])
    inside, potential_sum = running(charge), running(charge / r)
    hartree = inside / r + potential_sum[-1] - potential_sum
    exchange = -1.5 * (3 * charge / (4 * np.pi * r**2) / np.pi)**(1 / 3)
    raw = -Z / r + hartree + exchange
    new_V = np.minimum(raw, -1 / r)
    change = np.max(np.abs(r * (new_V - V)))
    if change < 1e-7:
        converged = True
        break
    V = V + 0.4 * (new_V - V)
assert converged
P = {name: np.sqrt(r) * y for name, y in vectors.items()}
for name, nodes in (("1s", 0), ("2s", 1), ("2p", 0)):
    signs = np.sign(P[name][np.abs(P[name]) > 1e-5])
    assert np.sum(signs[1:] != signs[:-1]) == nodes
assert abs(integrate(P["1s"] * P["2s"])) < 1e-5
latter_radius = r[np.where(raw < -1 / r)[0][-1]]

def ionise(name, eps):
    """Dipole integrals, phases and driven amplitudes for all allowed channels."""
    l, _, energy = shells[name]
    k, omega, orbital = np.sqrt(2 * eps), eps - energy, P[name]
    slope = np.gradient(orbital, STEP) / r
    result = {}
    for L in ([l - 1, l + 1] if l else [1]):
        u, delta, alpha = channel(V, L, eps, orbital)
        length = integrate(u * r * orbital)
        factor = -(l + 1) if L == l + 1 else l
        velocity = -integrate(u * (slope + factor * orbital / r)) / omega
        result[L] = (length, delta, coulomb_phase(L, k), alpha, velocity)
    scale = max(abs(v[0]) for v in result.values())
    for length, delta, sigma, alpha, velocity in result.values():
        assert abs(length - velocity) < 1e-3 * scale
        assert abs(alpha + 2 / k * length * np.exp(1j * delta)) < 1e-3 * scale * 2 / k
    flux_beta = asymmetry(l, {L: v[3] * np.exp(1j * v[2]) for L, v in result.items()})
    return result, flux_beta

def wrap(angle):
    return float(np.angle(np.exp(1j * angle)))

print("Hard sphere, k=1: log slope of r*(psi- minus plane wave) = %.4f %+.4f i"
      % (log_slope.real, log_slope.imag))
print("Largest error of beta formula, l=0..3, quadrature: %.1e" % largest_error)
print("Oxygen atom, Hartree-Fock-Slater with Latter tail")
for name, s in shells.items():
    print("orbital energy %s = %.2f eV" % (name, s[2] * HARTREE))
print("potential is exactly -1/r beyond %.3f angstrom" % (latter_radius * BOHR))
print("2p: E_kin (eV), Rs, Rd (angstrom eV^-1/2, energy-normalised),")
print("    D = full d-s phase difference (rad), beta formula, beta from flux")
for kinetic in (2.0, 5.0, 10.0, 20.0, 35.0, 50.0):
    eps = kinetic / HARTREE
    k = np.sqrt(2 * eps)
    waves, beta_flux = ionise("2p", eps)
    (Rs, ds, ss), (Rd, dd, sd) = waves[0][:3], waves[2][:3]
    D = wrap(dd + sd - ds - ss)
    beta = cooper_zare(1, Rs, Rd, D)
    assert abs(beta - beta_flux) < 2e-3
    assert abs(wrap(sd - ss + np.arctan(1 / k) + np.arctan(1 / (2 * k)))) < 1e-9
    unit = np.sqrt(2 / (np.pi * k)) * BOHR / np.sqrt(HARTREE)
    print("%5.1f %9.5f %9.5f %8.4f %8.4f %8.4f"
          % (kinetic, Rs * unit, Rd * unit, D, beta, beta_flux))
    if kinetic == 20.0:
        chosen = (k, Rs, Rd, ds, dd, ss, sd, D, beta, unit)

k, Rs, Rd, ds, dd, ss, sd, D, beta, unit = chosen
eps = 20.0 / HARTREE
print("Details for 2p at E_kin = 20 eV")
print("photon energy = %.2f eV" % (20.0 - shells["2p"][2] * HARTREE))
print("wave number k = %.4f 1/angstrom" % (k / BOHR))
print("Coulomb phase difference sigma_d - sigma_s = %.4f rad" % wrap(sd - ss))
print("short-range phase difference delta_d - delta_s = %.4f rad" % wrap(dd - ds))
print("cos D = %.4f" % np.cos(D))
print("ratio Rd/Rs = %.4f" % (Rd / Rs))
print("beta = %.4f" % beta)
print("beta with interference term removed = %.4f" % cooper_zare(1, Rs, Rd, np.pi / 2))
print("beta with Coulomb phases left out = %.4f" % cooper_zare(1, Rs, Rd, dd - ds))
print("intensity/mean at 0 deg = %.4f, at 90 deg = %.4f" % (1 + beta, 1 - beta / 2))

# oriented 2p orbital (y + iz)/sqrt2: here the boundary condition is visible
oriented = np.sqrt(3 / (8 * np.pi)) * (UNIT[1] + 1j * UNIT[2])
incoming = {0: Rs * np.exp(1j * (ds + ss)), 2: Rd * np.exp(1j * (dd + sd))}
outgoing = {L: np.conj(a) for L, a in incoming.items()}
half = np.sqrt(0.5)
right, left = (0, half, half), (0, -half, half)
I = {(tag, side): abs(angular_amplitude(oriented, waves_, where))**2
     for tag, waves_ in (("in", incoming), ("out", outgoing))
     for side, where in (("right", right), ("left", left))}
assert np.isclose(I["in", "right"], I["out", "left"])
assert abs(I["in", "right"] / I["in", "left"] - 1) > 1e-2
print("Oriented 2p (y+iz)/sqrt2, 20 eV: I(y=z>0) / I(-y=z>0)")
print("  incoming-wave state: %.4f" % (I["in", "right"] / I["in", "left"]))
print("  outgoing-wave state (wrong): %.4f" % (I["out", "right"] / I["out", "left"]))

waves, beta_2s = ionise("2s", eps)
assert abs(beta_2s - 2) < 1e-8 and abs(waves[1][0]) > 1e-3
print("2s at E_kin = 20 eV: photon energy = %.2f eV" % (20.0 - shells["2s"][2] * HARTREE))
print("2s: Rp = %.5f angstrom eV^-1/2" % (waves[1][0] * unit))
print("2s: beta from flux = %.6f" % beta_2s)
print("success")
```

Running it gives:

```
Hard sphere, k=1: log slope of r*(psi- minus plane wave) = -0.0001 -1.0000 i
Largest error of beta formula, l=0..3, quadrature: 6.6e-15
Oxygen atom, Hartree-Fock-Slater with Latter tail
orbital energy 1s = -536.84 eV
orbital energy 2s = -29.18 eV
orbital energy 2p = -14.17 eV
potential is exactly -1/r beyond 0.995 angstrom
2p: E_kin (eV), Rs, Rd (angstrom eV^-1/2, energy-normalised),
    D = full d-s phase difference (rad), beta formula, beta from flux
  2.0   0.07514   0.14789   0.6276   0.1572   0.1572
  5.0   0.05967   0.14185   1.0947   0.5645   0.5645
 10.0   0.04378   0.12495   1.5236   0.9110   0.9110
 20.0   0.02768   0.09469   2.0365   1.2108   1.2108
 35.0   0.01702   0.06380   2.5319   1.3881   1.3881
 50.0   0.01181   0.04419   2.8719   1.4629   1.4629
Details for 2p at E_kin = 20 eV
photon energy = 34.17 eV
wave number k = 2.2912 1/angstrom
Coulomb phase difference sigma_d - sigma_s = -1.0808 rad
short-range phase difference delta_d - delta_s = 3.1174 rad
cos D = -0.4491
ratio Rd/Rs = 3.4209
beta = 1.2108
beta with interference term removed = 0.9590
beta with Coulomb phases left out = 1.5195
intensity/mean at 0 deg = 2.2108, at 90 deg = 0.3946
Oriented 2p (y+iz)/sqrt2, 20 eV: I(y=z>0) / I(-y=z>0)
  incoming-wave state: 0.5523
  outgoing-wave state (wrong): 1.8106
2s at E_kin = 20 eV: photon energy = 49.18 eV
2s: Rp = 0.03054 angstrom eV^-1/2
2s: beta from flux = 2.000000
success
```
